# First-order eigenvalue shifts when Hamiltonian and overlap both change, part 1

(Sections cited here and not found follow in the second part.)

## 1. The theorem and its proof

An electronic-structure calculation has been finished for one position of the atoms, and one wants to know how fast a particular level moves when an atom is displaced. Two decisions must be made before any further computing. Must the eigenvalue problem be solved again at the displaced position, or are the vectors already in hand sufficient? And is the derivative of the Hamiltonian enough, or must the program also supply the derivative of the overlap matrix? The theorem below answers both questions. For a level that is not degenerate, the old vector suffices once the derivatives of the two matrices are known; in a self-consistent calculation the derivative of the Hamiltonian itself contains the response of the density. When the overlap matrix changes with the displacement, its derivative enters the slope through its expectation value in the old vector, multiplied by the energy of the level; it may be left out only if that product vanishes.

### Setting and assumptions

Orbitals are expanded in $n$ basis functions, and the coefficients form a column $c$. When the functions are not orthonormal, or when the method itself contains an overlap operator, the stationary states obey

$$Hc=e\,Sc .$$

Here $e$ is an eigenvalue, never a charge. The matrix $H$ has the unit of energy and $S$ is dimensionless. The dagger denotes the complex conjugate transpose. The constants $\hbar$ and $m$ are contained in the elements of $H$ and do not appear separately.

Both matrices depend on a real parameter $\lambda$, for instance a displacement:

$$H(\lambda)=H_0+\lambda H_1+O(\lambda^2),\qquad S(\lambda)=S_0+\lambda S_1+O(\lambda^2).$$

The symbol $O(\lambda^p)$ stands for a quantity whose size is at most a constant times $|\lambda|^p$ for small $\lambda$. On matrices the subscripts 0 and 1 denote the order in $\lambda$. On vectors and eigenvalues a subscript labels the level: the level of interest is $e_0$ with vector $c_0$, and the other unperturbed levels are $e_k$ with vectors $c_k$, $k=1,\dots,n-1$.

Three assumptions are made.

1. $H(\lambda)$ and $S(\lambda)$ are Hermitian for real $\lambda$.
2. $S_0$ is positive definite: $v^\dagger S_0v>0$ for every $v\neq0$.
3. $e_0$ is nondegenerate: $e_k\neq e_0$ for $k\neq0$.

Positivity survives a small perturbation. Let $s>0$ be the smallest eigenvalue of $S_0$, and write $\Delta S=S(\lambda)-S_0$ and $\Delta H=H(\lambda)-H_0$. Then

$$v^\dagger S(\lambda)v=v^\dagger S_0v+v^\dagger\Delta S\,v\ \ge\ \left(s-\|\Delta S\|\right)v^\dagger v ,$$

where $\|\Delta S\|$ is the largest factor by which $\Delta S$ can stretch a vector. Since $\|\Delta S\|=O(\lambda)$, it is below $s/2$ for small $\lambda$. From here on $\lambda$ is taken that small, so that $v^\dagger S(\lambda)v\ge\tfrac12 s\,v^\dagger v$.

**Theorem.** Under these assumptions, and for sufficiently small $\lambda$, one and only one eigenvalue $e(\lambda)$ lies near $e_0$, and

$$e(\lambda)=e_0+\lambda e'+O(\lambda^2),\qquad e'=c_0^\dagger\left(H_1-e_0S_1\right)c_0,\qquad c_0^\dagger S_0c_0=1 .$$

The proof has four lemmas. They establish that the perturbed level and its vector stay close to the old ones, so that the differentiability of the vector never has to be assumed.

### Lemma 1: the ordinary eigenvalue problem behind the general one

*For Hermitian $H$ and positive definite $S$, the eigenvalues are real, and there are $n$ eigenvectors with $c_j^\dagger Sc_k=\delta_{jk}$. They form a complete set.*

*Proof.* Diagonalize $S=UDU^\dagger$, with $U$ unitary and $D$ diagonal with positive entries. Define $S^{1/2}=UD^{1/2}U^\dagger$, which is Hermitian, invertible and squares to $S$. Put $x=S^{1/2}c$, so $c=S^{-1/2}x$. Multiplying $Hc=eSc$ from the left by $S^{-1/2}$ gives

$$Ax=ex,\qquad A=S^{-1/2}HS^{-1/2}.$$

The matrix $A$ is Hermitian. It therefore has real eigenvalues and $n$ orthonormal eigenvectors $x_k$, which form a complete set. Going back to the original vectors,

$$\delta_{jk}=x_j^\dagger x_k=c_j^\dagger S^{1/2}S^{1/2}c_k=c_j^\dagger Sc_k .$$

Completeness carries over because $S^{1/2}$ is invertible. ∎

Two consequences will be used for the unperturbed problem. First, every vector can be written $c=\sum_k a_kc_k$. Multiplying by $c_k^\dagger S_0$ from the left gives the coefficient $a_k=c_k^\dagger S_0c$. Second, the adjoint of $H_0c_k=e_kS_0c_k$ is

$$c_k^\dagger H_0=e_k\,c_k^\dagger S_0 ,$$

because both matrices are Hermitian and $e_k$ is real.

### Lemma 2: an eigenvalue remains near the old one

*At least one eigenvalue $e_j(\lambda)$ of the perturbed problem satisfies*

$$|e_j(\lambda)-e_0|\le\left[\frac{r^\dagger S^{-1}r}{c_0^\dagger Sc_0}\right]^{1/2}=O(\lambda),\qquad r=(\Delta H-e_0\Delta S)c_0,$$

*where $S$ means $S(\lambda)$.*

*Proof.* The vector $r$ measures by how much the old solution fails to solve the new equation. Indeed, since $(H_0-e_0S_0)c_0=0$,

$$(H-e_0S)c_0=(H_0-e_0S_0)c_0+(\Delta H-e_0\Delta S)c_0=r .$$

Let $y=S^{1/2}c_0$, and let $A$ now be built from the perturbed matrices. Then

$$(A-e_0)y=S^{-1/2}Hc_0-e_0S^{1/2}c_0=S^{-1/2}(H-e_0S)c_0=S^{-1/2}r .$$

Expand $y=\sum_jy_jx_j$ in the orthonormal eigenvectors of $A$. The squared length of the last equation is

$$r^\dagger S^{-1}r=\sum_j\left(e_j(\lambda)-e_0\right)^2|y_j|^2\ \ge\ \min_j\left(e_j(\lambda)-e_0\right)^2\sum_j|y_j|^2 .$$

The last sum equals $y^\dagger y=c_0^\dagger Sc_0$. Division and a square root give the bound. Its order follows because $r=O(\lambda)$, while $S^{-1}$ is bounded by $2/s$ and $c_0^\dagger Sc_0\to1$. ∎

The bound holds at finite $\lambda$ and can be evaluated without solving the perturbed problem. It limits the distance to the nearest perturbed level; it does not estimate the shift itself.

### Lemma 3: an exact projected equation

*If $H(\lambda)c=e\,S(\lambda)c$, then for every unperturbed level $k$*

$$(e-e_k)\,c_k^\dagger S_0c=c_k^\dagger(\Delta H-e\,\Delta S)c .$$

*Proof.* Multiply $(H-eS)c=0$ by $c_k^\dagger$ and separate the unperturbed matrices:

$$c_k^\dagger H_0c+c_k^\dagger\Delta H\,c-e\,c_k^\dagger S_0c-e\,c_k^\dagger\Delta S\,c=0 .$$

The first term is $e_k\,c_k^\dagger S_0c$, by the adjoint equation above. Moving the two terms with $S_0$ to one side gives the statement. ∎

No power of $\lambda$ has been dropped. The eigenvalue that multiplies $\Delta S$ is the perturbed one, and the vector on the right is the perturbed one.

### Lemma 4: the vector remains near the old one

Let $g=\min_{k\neq0}|e_k-e_0|$ be the distance to the nearest other level. It is positive by assumption 3.

*For small $\lambda$ exactly one perturbed eigenvalue, counted with multiplicity, lies within $g/2$ of $e_0$. With the normalization $c^\dagger S_0c=1$ and a suitable phase, its vector is $c=c_0+O(\lambda)$.*

*Proof.* Lemma 2 supplies at least one eigenvalue in this window once its bound is below $g/2$. Take any eigenvalue $e$ in the window and expand its vector as $c=\sum_ka_kc_k$. The normalization reads

$$1=c^\dagger S_0c=\sum_k|a_k|^2 .$$

For $k\neq0$ the distance $|e-e_k|$ is at least $g-g/2=g/2$. Lemma 3 then gives

$$|a_k|=\frac{|c_k^\dagger(\Delta H-e\Delta S)c|}{|e-e_k|}\le\frac2g\,|c_k^\dagger(\Delta H-e\Delta S)c|=O(\lambda),$$

since $e$ is bounded in the window and $c$ is bounded by $c^\dagger c\le1/s$. Consequently $|a_0|^2=1-O(\lambda^2)$. An eigenvector may be multiplied by a phase factor, and this factor is chosen to make $a_0$ positive. Then $a_0=1-O(\lambda^2)$ and $c=c_0+O(\lambda)$.

Suppose there were two independent eigenvectors $c$ and $\tilde c$ with eigenvalues in the window. By Lemma 1 they can be chosen with $c^\dagger S(\lambda)\tilde c=0$. But both approach $c_0$, so this product approaches $c_0^\dagger S_0c_0=1$. For small $\lambda$ that is a contradiction. ∎

### Proof of the theorem

Let $e$ be the eigenvalue singled out by Lemma 4. Lemma 2 says that $e-e_0=O(\lambda)$. Lemma 3 with $k=0$ reads

$$(e-e_0)\,a_0=c_0^\dagger(\Delta H-e\,\Delta S)c .$$

Expand the matrix on the right:

$$\Delta H-e\,\Delta S=\lambda H_1-e\lambda S_1+O(\lambda^2)=\lambda(H_1-e_0S_1)-\lambda(e-e_0)S_1+O(\lambda^2).$$

The term with $e-e_0$ is itself $O(\lambda^2)$. Replacing $c$ by $c_0$ changes the right side by $O(\lambda)\cdot O(\lambda)$, again second order. Hence

$$(e-e_0)\,a_0=\lambda\,c_0^\dagger(H_1-e_0S_1)c_0+O(\lambda^2).$$

Since $a_0=1-O(\lambda^2)$, division by $a_0$ leaves the first-order term unchanged, which proves the theorem. ∎

If $c_0$ is replaced by $\alpha c_0$ with any nonzero number $\alpha$, the expectation value is multiplied by $|\alpha|^2$, and so is $c_0^\dagger S_0c_0$. For arbitrary normalization the formula is therefore

$$e'=\frac{c_0^\dagger(H_1-e_0S_1)c_0}{c_0^\dagger S_0c_0}.$$

### Corollary: the change of the vector and the next order

Define the coupling $W_k=c_k^\dagger(H_1-e_0S_1)c_0$, which has the unit of energy divided by that of $\lambda$. For $k\neq0$, Lemma 3 gives to first order

$$a_k=\lambda\,\frac{W_k}{e_0-e_k}+O(\lambda^2).$$

The same combination $H_1-e_0S_1$ governs the shift and the mixing.

Now let $H$ and $S$ be strictly linear in $\lambda$. Lemma 3 with $k=0$, divided by $a_0$, becomes

$$e-e_0=\lambda\left[c_0^\dagger(H_1-eS_1)c_0+\sum_{k\neq0}\frac{a_k}{a_0}\,c_0^\dagger(H_1-eS_1)c_k\right].$$

In the first term insert $e=e_0+\lambda e'+O(\lambda^2)$. In the sum, where $a_k$ is already of first order, $e$ may be replaced by $e_0$ and $a_0$ by 1, and the matrix element becomes $W_k^*$. The result is

$$e=e_0+\lambda e'+\lambda^2\beta+O(\lambda^3),\qquad \beta=\sum_{k\neq0}\frac{|W_k|^2}{e_0-e_k}-e'\,c_0^\dagger S_1c_0 .$$

With a fixed overlap the second term is absent, and the lowest level can only curve downward or stay straight, because $e_0-e_k<0$. A changing overlap removes this restriction on the sign. These statements hold for strictly linear matrices only. For a real atomic displacement the matrices also contain terms $\lambda^2H_2$ and $\lambda^2S_2$, and the same steps add $c_0^\dagger(H_2-e_0S_2)c_0$ to $\beta$. This term has no fixed sign, even with a fixed overlap, and it can outweigh the others and reverse the sign of $\beta$.

### Remark: where the overlap term comes from

The vector used so far satisfies $c^\dagger S_0c=1$. A physical orbital at the displaced position is normalized with the overlap at that position. Write $\langle M\rangle=c_0^\dagger Mc_0$ for any matrix $M$. Then

$$c^\dagger S(\lambda)c=1+\lambda\langle S_1\rangle+O(\lambda^2),$$

so the physically normalized vector is $d=\left(1-\tfrac12\lambda\langle S_1\rangle\right)c+O(\lambda^2)$. Because $d^\dagger S(\lambda)d=1$, its energy is $e=d^\dagger H(\lambda)d$. The part from $H_0$ is

$$d^\dagger H_0d=\left(1-\lambda\langle S_1\rangle\right)\sum_ke_k|a_k|^2+O(\lambda^2)=e_0-\lambda e_0\langle S_1\rangle+O(\lambda^2),$$

since the mixed-in levels contribute only through $|a_k|^2=O(\lambda^2)$. The part from $\lambda H_1$ is $\lambda\langle H_1\rangle+O(\lambda^2)$. The sum is the theorem again. The term $-e_0\langle S_1\rangle$ is thus the change of the old energy expectation value caused by renormalizing the orbital: if $\lambda\langle S_1\rangle>0$, the norm of the old vector grows and the coefficients must shrink; if $\lambda\langle S_1\rangle<0$, as for an antibonding level when the overlap between the basis functions grows, they must grow.

## 2. Meaning, worked example and degenerate levels

The second half uses the following symbols and results. The matrices are $H(\lambda)=H_0+\lambda H_1+O(\lambda^2)$ and $S(\lambda)=S_0+\lambda S_1+O(\lambda^2)$, both Hermitian, with $S_0$ positive definite. The unperturbed solutions obey $H_0c_k=e_kS_0c_k$ and $c_j^\dagger S_0c_k=\delta_{jk}$. The level of interest has $k=0$, and $\langle M\rangle=c_0^\dagger Mc_0$. If $e_0$ is nondegenerate, its slope is

$$e'=\langle H_1\rangle-e_0\langle S_1\rangle .$$

For matrices strictly linear in $\lambda$ the next coefficient is $\beta=\sum_{k\neq0}|W_k|^2/(e_0-e_k)-e'\langle S_1\rangle$, with $W_k=c_k^\dagger(H_1-e_0S_1)c_0$. Finally, with $\Delta H=H-H_0$ and $\Delta S=S-S_0$, each perturbed solution obeys the exact equation

$$(e-e_k)\,c_k^\dagger S_0c=c_k^\dagger(\Delta H-e\Delta S)c .$$

This part has proved that the slope of a nondegenerate level follows from the old vector and the derivatives of both matrices, and has derived the next coefficient for strictly linear matrices. What remains is to show that the slope does not depend on the energy zero or on a mere change of basis, to apply the formula to ultrasoft and PAW calculations and to a two-orbital example, and to treat degenerate levels and the conditions of use.
